\section*{Transmission and conductance of a smooth graphene p–n junction, part 1}

(Sections cited here and not found follow in the second part.)

\section{Transmission through a linear potential}

\subsection{What dimensions and symmetry already fix}

An electron near one Dirac point of graphene has the velocity $v$ as its sole material constant. Suppose that it meets a potential energy that rises linearly, $U(x)=\hbar v f x$. The constant $f$ then has the dimension of an inverse length squared. The potential does not depend on $y$, so the transverse wave number $k_y$ is conserved. At the Fermi energy, which we take as the zero of energy, the problem contains no length except those made from $f$ and $k_y$. The transmission probability is dimensionless and can therefore depend on these two quantities through $k_y/\sqrt f$ alone.

A symmetry removes the sign of $k_y$. The Hamiltonian is
\begin{equation}
H=\hbar v\left(-i\sigma_x\partial_x+\sigma_y k_y+f x\right),\qquad f>0 .
\label{eq:H}
\end{equation}
Since $\sigma_x\sigma_y\sigma_x=-\sigma_y$, the transformation $H\to\sigma_xH\sigma_x$ reverses $k_y$ and leaves the other two terms unchanged. It also leaves the velocity operator $v\sigma_x$ unchanged, so it maps right movers onto right movers. Hence
\begin{equation}
T=F\!\left(\frac{k_y^2}{f}\right)
\label{eq:dimT}
\end{equation}
with one unknown function $F$. The conductance per width $G/W$ is proportional to the integral of $T$ over $k_y$. With $k_y=\sqrt f\,u$,
\begin{equation}
\int_{-\infty}^{\infty}T\,dk_y=\sqrt f\int_{-\infty}^{\infty}F(u^2)\,du .
\label{eq:dimG}
\end{equation}
The square root of the slope is thus settled before any equation is solved, provided that the last integral converges and that the linear part of the potential controls the transmission. What remains is to find $F$, which turns out to be $F(w)=e^{-\pi w}$.

\subsection{Geometry and the meaning of $d$}

A real junction ends in two doped regions. We take
\begin{equation}
\frac{U(x)}{\hbar v}=
\begin{cases}
-k_F, & x<-d,\\
k_Fx/d, & |x|<d,\\
+k_F, & x>d .
\end{cases}
\label{eq:ramp}
\end{equation}
The left region is n-type, because its Dirac point lies below the Fermi energy. The right region is p-type. The local Fermi wave number is $|U|/\hbar v$. It falls from $k_F$ to zero over the distance $d$ and returns to $k_F$ over another distance $d$. The complete ramp has length $2d$, and
\begin{equation}
f=\frac{k_F}{d},\qquad k_y=k_F\sin\theta ,
\label{eq:fdef}
\end{equation}
where $\theta$ is the angle of incidence measured from the normal. The dimensionless variable of Eq.~\eqref{eq:dimT} becomes $k_y^2/f=k_Fd\sin^2\theta$.

If an implementation stores the complete ramp length $L=2d$, it must use $f=2k_F/L$. The safest input is the slope itself, $f=(dU/dx)/(\hbar v)$, taken where $U$ crosses the Fermi energy.

For the rest of this half the linear potential is continued to infinity on both sides. The effect of its ends is treated in the second half.

\subsection{First-order equations and conserved current}

At zero energy the Dirac equation is
\begin{equation}
-i\sigma_x\partial_x\psi+k_y\sigma_y\psi+fx\,\psi=0 .
\end{equation}
Multiply from the left by $\sigma_x$ and use $\sigma_x^2=1$ and $\sigma_x\sigma_y=i\sigma_z$:
\begin{equation}
-i\partial_x\psi+ik_y\sigma_z\psi+fx\,\sigma_x\psi=0 .
\end{equation}
Multiplication by $i$ and rearrangement give
\begin{equation}
\partial_x\psi=k_y\sigma_z\psi-ifx\,\sigma_x\psi .
\label{eq:dirac1}
\end{equation}
Now expand $\psi=a\,|+\rangle+b\,|-\rangle$ in the eigenvectors $|\pm\rangle=(1,\pm1)^{T}/\sqrt2$ of $\sigma_x$. They obey $\sigma_x|\pm\rangle=\pm|\pm\rangle$ and $\sigma_z|\pm\rangle=|\mp\rangle$. Equation~\eqref{eq:dirac1} becomes
\begin{align}
a'&=-ifx\,a+k_y b,
\label{eq:a}\\
b'&=+ifx\,b+k_y a .
\label{eq:b}
\end{align}

The velocity operator is $\partial H/\partial(\hbar k_x)=v\sigma_x$, so the current density is
\begin{equation}
J=v\,\psi^\dagger\sigma_x\psi=v\left(|a|^2-|b|^2\right).
\label{eq:J}
\end{equation}
It is independent of $x$. Indeed, the terms with $fx$ are imaginary multiples of $|a|^2$ and $|b|^2$ and drop out of the real parts, which leaves
\begin{equation}
\frac{d|a|^2}{dx}=2\,\mathrm{Re}(a^*a')=2k_y\mathrm{Re}(a^*b),\qquad
\frac{d|b|^2}{dx}=2k_y\mathrm{Re}(b^*a),
\end{equation}
and the two right-hand sides are equal.

Equation~\eqref{eq:J} shows that $a$ carries current to the right and $b$ carries it to the left, on both sides of the junction. The phases agree with this. When $k_y$ is negligible beside $f|x|$, Eq.~\eqref{eq:a} gives $a\propto e^{-ifx^2/2}$, whose local wave number is $-fx$. On the n side, $x<0$, this is positive: an electron in the conduction band moves along its wave vector. On the p side it is negative: in the valence band the velocity is opposite to the wave vector, and the state again moves to the right.

For a wave incident from the left there is no wave coming in from the right. The scattering condition is therefore $b(+\infty)=0$. Write $a_+$ for the amplitude $a$ far to the right, and $a_-$, $b_-$ for the two amplitudes far to the left. Then
\begin{equation}
T=\frac{|a_+|^2}{|a_-|^2},\qquad |a_+|^2=|a_-|^2-|b_-|^2 ,
\label{eq:Tdef}
\end{equation}
where the second relation is conservation of $J$. Elimination of $|a_-|^2$ gives
\begin{equation}
T=\frac{|a_+|^2}{|a_+|^2+|b_-|^2}=\frac{1}{1+|b_-|^2/|a_+|^2}.
\label{eq:Tratio}
\end{equation}
Only the two outgoing amplitudes are needed.

If $k_y=0$, Eqs.~\eqref{eq:a} and \eqref{eq:b} decouple. A right mover stays a right mover, and $T=1$ for any potential $U(x)$. This is Klein tunnelling. It reflects the conservation of $\sigma_x$ at normal incidence. From here on we take $k_y>0$; the symmetry found above covers $k_y<0$.

\subsection{An integral for the scattering solution}

Remove a common phase by writing
\begin{equation}
a=e^{-ifx^2/2}\,g,\qquad b=e^{-ifx^2/2}\,h .
\end{equation}
The derivative of the exponential contributes $-ifx$. In Eq.~\eqref{eq:a} this cancels the first term on the right; in Eq.~\eqref{eq:b} it doubles it:
\begin{equation}
g'=k_yh,\qquad k_yg=h'-2ifx\,h .
\label{eq:gh}
\end{equation}
Differentiate the second relation and insert the first, multiplied by $k_y$:
\begin{equation}
k_y^2h=h''-2if\,h-2ifx\,h' .
\end{equation}
Hence
\begin{equation}
h''-2ifx\,h'-\left(2if+k_y^2\right)h=0 .
\label{eq:hx}
\end{equation}

Introduce
\begin{equation}
z=cx,\qquad c=e^{i\pi/4}\sqrt{2f},\qquad c^2=2if,\qquad \lambda=\frac{k_y^2}{2f}.
\end{equation}
Then $h''=c^2h_{zz}$ and $2ifx\,h'=c^2x\,c\,h_z=c^2z\,h_z$. Division of Eq.~\eqref{eq:hx} by $c^2$, with $k_y^2/(2if)=-i\lambda$, yields
\begin{equation}
h_{zz}-z\,h_z-(1-i\lambda)h=0 .
\label{eq:hz}
\end{equation}

The required solution is
\begin{equation}
h(z)=\int_0^\infty s^{-i\lambda}\,e^{-s^2/2-zs}\,ds .
\label{eq:int}
\end{equation}
To verify it, note that each derivative with respect to $z$ brings down a factor $-s$. The left side of Eq.~\eqref{eq:hz} is then
\begin{equation}
\int_0^\infty s^{-i\lambda}\left[s^2+zs-(1-i\lambda)\right]e^{-s^2/2-zs}ds
=-\int_0^\infty\frac{d}{ds}\left[s^{1-i\lambda}e^{-s^2/2-zs}\right]ds .
\end{equation}
The bracket on the right vanishes at $s=0$, where its modulus is proportional to $s$, and at infinity because of the Gaussian. So the integral solves the equation for every complex $z$. We next show that it satisfies the scattering condition and read off the two outgoing amplitudes.

\subsection{The transmitted amplitude}

For $x>0$ we have $z=|z|e^{i\pi/4}$. Substitute $t=zs$ in Eq.~\eqref{eq:int}. The new variable runs along the ray $\arg t=\pi/4$. This ray may be turned to the positive real axis: for $0\le\arg t\le\pi/4$ the factor $e^{-t}$ decays, and $|e^{-t^2/(2z^2)}|\le1$ because $\mathrm{Re}(t^2/z^2)=|t/z|^2\sin(2\arg t)\ge0$. With $z^2=i|z|^2$,
\begin{equation}
h=z^{i\lambda-1}\int_0^\infty t^{-i\lambda}e^{-t}\,e^{it^2/(2|z|^2)}\,dt .
\end{equation}
Since $|e^{iy}-1|\le|y|$ for real $y$, replacing the last exponential by one costs an error of order $|z|^{-2}$:
\begin{equation}
h=z^{i\lambda-1}\,\Gamma(1-i\lambda)\left[1+O(|z|^{-2})\right].
\label{eq:hright}
\end{equation}
Thus $b\to0$, as required. The same steps applied to $h_z$, which has one more power of $s$ in the integrand, show that $h_z=O(|z|^{-2})$.

The companion amplitude follows from Eq.~\eqref{eq:gh}. Because $2ifx=c^2x=cz$,
\begin{equation}
k_yg=c\,(h_z-zh)\;\longrightarrow\;-c\,z^{i\lambda}\,\Gamma(1-i\lambda).
\end{equation}
Here $|c|^2=2f$, and $|z^{i\lambda}|=e^{-\lambda\arg z}=e^{-\pi\lambda/4}$. Therefore
\begin{equation}
|a_+|^2=\frac{2f}{k_y^2}\,|\Gamma(1-i\lambda)|^2e^{-\pi\lambda/2}
=\frac1\lambda\,|\Gamma(1-i\lambda)|^2e^{-\pi\lambda/2}.
\end{equation}
Euler's reflection formula in the form $\Gamma(1+w)\Gamma(1-w)=\pi w/\sin\pi w$, taken at $w=i\lambda$, gives $|\Gamma(1-i\lambda)|^2=\pi\lambda/\sinh\pi\lambda$. Hence
\begin{equation}
|a_+|^2=\frac{\pi e^{-\pi\lambda/2}}{\sinh\pi\lambda}.
\label{eq:aplus}
\end{equation}

The ratio $|b/a|=|h/g|$ tends to $k_y/(|c||z|)=k_y/(2fx)$. This is how slowly the asymptotic region is reached. A numerical solution that is cut off at finite $x$ should be projected on the local modes given in the second half, and not on $a$ and $b$.

\subsection{The reflected amplitude}

For $x<0$ write $z=-s_0$ with $s_0=|z|e^{i\pi/4}=Y+iY$ and $Y=|z|/\sqrt2$. Completing the square in Eq.~\eqref{eq:int} gives
\begin{equation}
h=e^{s_0^2/2}\int_0^\infty s^{-i\lambda}\,e^{-(s-s_0)^2/2}\,ds ,
\qquad |e^{s_0^2/2}|=|e^{i|z|^2/2}|=1 .
\end{equation}
Deform the path so that it passes through the saddle $s_0$. Let it run from $0$ up the imaginary axis to $iY$, and then horizontally along $s=iY+t$ with $t\ge0$. The Gaussian suppresses the connection at infinity, and no singularity is crossed.

On the vertical part, $s=iy$ with $0\le y\le Y$, the integrand has modulus
\begin{equation}
e^{\pi\lambda/2}\,e^{-[Y^2-(Y-y)^2]/2}=e^{\pi\lambda/2}\,e^{-y(2Y-y)/2}\le e^{\pi\lambda/2}e^{-yY/2},
\end{equation}
where $|s^{-i\lambda}|=e^{\lambda\arg s}$ has been used. Its integral is at most $2e^{\pi\lambda/2}/Y$ and tends to zero.

On the horizontal part the exponent is real, $-(t-Y)^2/2$. The power $s^{-i\lambda}$ has a derivative of modulus at most $\lambda e^{\pi\lambda/2}/Y$ there, so it may be replaced by its value at $s_0$ with an error of order $1/Y$. The missing part $t<0$ of the Gaussian is exponentially small. So
\begin{equation}
h\to e^{s_0^2/2}\sqrt{2\pi}\,s_0^{-i\lambda},\qquad
|b_-|^2=2\pi e^{\pi\lambda/2},
\label{eq:bminus}
\end{equation}
because $|s_0^{-i\lambda}|=e^{\pi\lambda/4}$.

\subsection{The transmission probability}

The ratio of reflected to transmitted current follows from Eqs.~\eqref{eq:aplus} and \eqref{eq:bminus}:
\begin{equation}
\frac{|b_-|^2}{|a_+|^2}=2e^{\pi\lambda}\sinh\pi\lambda=e^{2\pi\lambda}-1 .
\end{equation}
Equation~\eqref{eq:Tratio} then gives $T=e^{-2\pi\lambda}$, that is,
\begin{equation}
T=\exp\!\left(-\frac{\pi k_y^2}{f}\right)=\exp\!\left(-\pi k_Fd\sin^2\theta\right).
\label{eq:T}
\end{equation}
The first form is exact for the unlimited linear potential and reduces to $T=1$ at $k_y=0$. The second inserts Eq.~\eqref{eq:fdef}. In a test, a numerical solution for a long ramp at four values of $k_y$ reproduced the first form with a largest relative error of $1.2\times10^{-4}$.

The local longitudinal wave number is $\sqrt{f^2x^2-k_y^2}$. It is imaginary for $|x|<k_y/f$, so an oblique electron must tunnel through a strip of width $2k_y/f$. A gentler slope widens the strip. At normal incidence the strip closes. The junction therefore collimates the transmitted electrons around the normal.

The transmitted electron also changes its direction. Its velocity in the valence band is opposite to its wave vector. Since $k_y$ is conserved, the $y$ component of the velocity changes sign, while the $x$ component stays positive.

\section{Finite junctions and the conductance}

\subsection{Quantities carried over}

The potential energy is $U$, and the Fermi energy is zero. The slope parameter is $f=(dU/dx)/(\hbar v)$ at the point where $U=0$. For a linear ramp from $-\hbar vk_F$ to $+\hbar vk_F$ of complete length $2d$ it equals $k_F/d$. The conserved wave number is $k_y=k_F\sin\theta$. The spinor components $a$ and $b$ belong to the eigenvalues $\pm1$ of $\sigma_x$; the current is $v(|a|^2-|b|^2)$. They obey
\begin{equation}
a'=-iua+k_yb,\qquad b'=iub+k_ya,\qquad u(x)=\frac{U(x)}{\hbar v}.
\label{eq:general}
\end{equation}
For $u=fx$ on the whole axis the transmission is $T=\exp(-\pi k_y^2/f)$. We abbreviate $\kappa=k_Fd$.

For a linear potential continued to infinity on both sides, the transmission probability is exactly $T=\exp(-\pi k_y^2/f)$, with perfect transmission at normal incidence. It remains to treat the effect of the ends of a finite ramp, to obtain the conductance per width, and to find where the result fails.
